Why Barrett's Model Is Nearly Classical for Strontium Titanate at 300 K

Cool a crystal of strontium titanate and its permittivity climbs as if the crystal were about to become ferroelectric, then levels off at a large finite value. In Barrett's model, quantum motion of the ions causes this levelling. Zero-point motion does not switch off on warming, yet at room temperature the classical Curie–Weiss law serves almost as well as the quantum formula. A solvable model of one ionic coordinate per cell shows where the quantum effect has gone.

**From ionic motion to permittivity**

Let u be the polar displacement in one cell, p its momentum, m its effective mass and q its effective charge. The other cells act through a mean field v⟨u⟩, and E is the macroscopic electric field:

H = p²/(2m) + mΩ²u²/2 + bu⁴/4 − v⟨u⟩u − qEu

Here b > 0, and Ω is the fixed frequency of one cell's fluctuations. It is not the frequency of the soft mode, in which all cells move together and the coupling v reduces the restoring force.

In equilibrium the average force vanishes:

mΩ²⟨u⟩ + b⟨u³⟩ = v⟨u⟩ + qE

Write u = s + w, with s = ⟨u⟩ and ⟨w⟩ = 0. Then

⟨u³⟩ = s³ + 3s⟨w²⟩ + ⟨w³⟩

To first order in b, the averages multiplying b may be taken in the harmonic cell. Its fluctuations are symmetric, so ⟨w³⟩ = 0, and a constant force shifts the oscillator without changing ⟨w²⟩. For a small field s³ is negligible, leaving

[mΩ² + 3b⟨w²⟩ − v] s = qE

Fluctuations therefore stiffen the lattice. Measure them by an effective temperature:

kB Teff = mΩ²⟨w²⟩

Substituting ⟨w²⟩ = kB Teff/(mΩ²), the bracket becomes

3b kB Teff/(mΩ²) − (v − mΩ²) = [3b kB/(mΩ²)] (Teff − T0)

T0 = (v − mΩ²)mΩ²/(3b kB)

The polarization is qs/Vc, where Vc is the cell volume. Since the permittivity is much larger than one, ε ≈ qs/(ε0 Vc E), which gives

ε = C/(Teff − T0),  C = q²mΩ²/(3b kB ε0 Vc)

A classical oscillator has mΩ²⟨w²⟩ = kB T, so Teff = T and the Curie–Weiss law follows. To first order in b, quantum mechanics enters this model solely by replacing T with Teff.

**The half quantum that cancels**

In thermal equilibrium the average of wp + pw is constant in time. Its rate of change is 2(p²/m − mΩ²w²), so the mean kinetic and potential energies are equal. Hence mΩ²⟨w²⟩ equals the total mean energy, ħΩ(n + 1/2), where n is the mean number of quanta. With T1 = ħΩ/kB,

Teff = T1(n + 1/2),  n = 1/(exp(T1/T) − 1)

The expression for n follows from weighting the equally spaced levels by Boltzmann factors. Combining the fractions,

n + 1/2 = [exp(T1/T) + 1]/[2(exp(T1/T) − 1)] = (1/2) coth(T1/(2T))

This is Barrett's formula:

Teff = (T1/2) coth(T1/(2T))

For high temperature put z = T1/(2T), so that Teff = T z coth z. The series for cosh z and (sinh z)/z give

z coth z = (1 + z²/2 + z⁴/24 + …)/(1 + z²/6 + z⁴/120 + …)

Let the quotient be 1 + αz² + γz⁴ + …, and multiply by the denominator. The z² terms require α + 1/6 = 1/2, so α = 1/3. The z⁴ terms require γ + α/6 + 1/120 = 1/24, so γ = −1/45. Therefore

Teff = T + T1²/(12T) − T1⁴/(720T³) + …

There is no constant term T1/2. Dividing by T1 and subtracting one half shows why:

n = T/T1 − 1/2 + T1/(12T) − …

A quantum oscillator at high temperature holds about half a quantum less thermal excitation than the classical value T/T1. Zero-point motion supplies half a quantum, and the two nearly cancel.

Take rough typical bulk values for strontium titanate: C = 80000 K, T0 = 35.5 K and T1 = 80 K, the last corresponding to 6.89 meV. At 300 K the zero-point part of Teff is 40 K and the thermal part is 261.8 K. The sum is 301.8 K. The thermal part lies 38.2 K below its classical value, leaving a net shift of 1.8 K. The leading term gives the same: 80²/(12 × 300) = 1.78 K.

So zero-point motion is not itself a small contribution. Deleting it while keeping Bose statistics would raise ε from 300.4 to 353.6, or 17.7% above the full quantum value. The small quantity is the net difference between quantum and classical statistics.

The convention for the quantum temperature matters. If the formula is written Ts coth(Ts/T), the same oscillator has Ts = 40 K. Putting 80 K into that form would describe an oscillator of twice the frequency and give a shift of 7.1 K.

**What the remainder means**

The leading excess in the variance is

kB(Teff − T)/(mΩ²) ≈ kB T1²/(12T mΩ²) = ħ²/(12m kB T)

where the last step uses kB T1 = ħΩ. The frequency has dropped out. To this order, the ion behaves like a classical particle smeared over a small width set by its mass and the temperature, whatever the stiffness of its spring, as long as T1 is not much larger than T. At T1 = T the true excess is 2% below this value; at T1 = 10T it is about half of it.

This suggests what happens in a potential that is not harmonic. Averaging a smooth potential U(u) over a narrow spread of variance σ² = ħ²/(12m kB T) adds σ²U″/2. For the cell, U″ = mΩ² + 3bu², so apart from a constant the added potential is 3bσ²u²/2. That is an extra spring constant 3bσ², the same stiffening that the first-order theory gives. The smearing argument is heuristic, but it can be tested on a strongly anharmonic cell, as is done below.

**From a shift in kelvin to a change in permittivity**

Keep C and T0 fixed and compare the quantum ε with the classical εc = C/(T − T0):

ε/εc − 1 = (T − T0)/(Teff − T0) − 1 = −(Teff − T)/(Teff − T0)

At 300 K this is −1.776/(301.776 − 35.5) = −0.67%, from 302.5 to 300.4. Two conditions make it small: the shift is small compared with T, and T is far above T0.

Cooling spoils both. The quantum reduction, relative to the classical value, is 7.6% at 100 K, reaches 10% near 89 K, and is 41% at 50 K. As T tends to zero, coth tends to one and Teff tends to T1/2 = 40 K. The permittivity then levels off at

ε = 80000/(40 − 35.5) ≈ 18000

whereas the classical expression diverges at 35.5 K. To first order in b, the model stays paraelectric because T1/2 exceeds T0; with strong anharmonicity this simple criterion can fail, because T0 as defined above is then no longer the temperature at which the classical model orders. The small denominator also makes this plateau very sensitive to the rough parameters. The same zero-point term that is nearly cancelled at 300 K is all that remains of Teff at absolute zero.

**Where the 1.8 K estimate can fail**

The first assumption to question is weak anharmonicity. Measure energy in kelvin and displacement in units of √(ħ/(mΩ)). The quartic term becomes gx⁴/4, with g = b[ħ/(mΩ)]²/kB. For g = 0.01 K, diagonalizing the cell and comparing its static response with the classical one gives a shift of 1.77 K, as the first-order theory predicts.

Strontium titanate itself does not appear to be weakly anharmonic. If ω is the soft-mode frequency, mω² is the restoring force per unit displacement, qE/s, and the formula for C gives g = ε(ħω/kB)²/(3C). With ε = 300 and a rough soft-mode energy ħω = 11 meV at 300 K, this first-order formula returns about 20 K. That is too large for the first-order theory behind it, so the number is a sign of strong anharmonicity, not a determination of the crystal's coupling.

For g = 20 K the cell at 300 K is 2.1 times stiffer than its harmonic part, whereas first-order theory predicts 3.8 times, so that theory is no longer reliable. For the real crystal, Barrett's formula is therefore better read as a fit than as a consequence of this cell model. The cell with g = 20 K is itself only an illustration of strong anharmonicity. Its full stiffness is 168 K, but the soft mode would require (ħω/kB)²/T1 = 204 K to remain after the coupling v has been subtracted. In these units the smearing argument predicts an extra spring constant of gT1/(4T) = 20 × 80/(4 × 300) = 1.33 K. Adding it to the classical cell raises the cell's full stiffness by 0.959 K; diagonalization gives 0.955 K. The smearing picture survives strong anharmonicity in this case.

The equivalent temperature shift, however, grows to 5.2 K. This is the amount by which a classical cell must be heated to become as stiff as the quantum cell at 300 K, with v held fixed. The reason lies in the conversion to kelvin. First-order theory makes the stiffness rise by 3g/T1 = 0.75 K per kelvin, while the strong cell gains about 0.955/5.2 = 0.18 K per kelvin. The quantum gain in stiffness has fallen much less, from 1.33 K to 0.955 K, so more heating is needed to match it. A cell stiff enough to carry the soft mode gives a larger effect still. Choosing g and v so that the classical cell at 300 K has a net stiffness of 204 K and the Curie–Weiss slope 204/(300 − 35.5) = 0.77 K per kelvin requires g ≈ 330 K. The shift is then about 18 K and ε falls by about 6%, while the smearing estimate of the stiffness gain still holds within 2%. This match is local to 300 K and is again an illustration, not a model of the crystal.

The second assumption is that a single frequency governs the stiffening. Suppose several modes i contribute terms ci⟨wi²⟩ to the inverse response. Classically each variance is kB T/(miΩi²), so mode i supplies a share fi, proportional to ci/(miΩi²), of the thermal stiffening. Since each variance is its classical value multiplied by Teff,i/T, the total shift is

Σ fi (Teff,i − T),  Σ fi = 1

Hard modes count heavily because their individual shifts grow roughly as the square of frequency as long as T1 is no more than a few times T. Give one tenth of the stiffening to a mode at 25 meV, keeping the rest at T1 = 80 K. The total shift becomes 3.9 K and lowers ε by 1.5% from the classical value. With the hard mode at 68 meV instead, the shift is 17 K and the reduction 6.1%. The one-tenth share is an assumption chosen to show sensitivity, not a property derived for strontium titanate. The figure of 1.8 K thus belongs to the weakly anharmonic model with one frequency; it is not a bound on quantum effects in the real crystal.

**In a memory capacitor**

Consider an 8 nm strontium titanate film at 0.5 V, a mean field of 0.625 MV/cm. This is about a third of a rough breakdown field of 2 MV/cm. Let t be the film thickness, D the charge per area, β the coefficient of field saturation, and λ the total interface thickness divided by the interface permittivity. The voltage is

V = t[D/(ε0ε) + βD³] + λD/ε0

With β = λ = 0, D = ε0εV/t = 16.6 μC/cm². The equivalent oxide thickness, the thickness of silicon dioxide of permittivity 3.9 with the same charge at this voltage, is 3.9 × 8/300.4 = 0.104 nm.

Real films break the assumption of a linear bulk crystal with perfect electrodes. Rough values β = 7 × 10⁹ V m⁵/C³ and λ = 0.05 nm reduce the charge to 5.7 μC/cm² and the effective permittivity, D/(ε0V/t), from 300 to 102. The equivalent oxide thickness rises to 0.305 nm. The interface takes λD/ε0 = 0.32 V of the 0.5 V, so a mean field below breakdown does not guarantee that the local field there is also below it. An effective permittivity of order one hundred is a realistic scale for such thin films, though the value depends on growth and electrodes. Strain, grain structure and leakage are left out.

These effects also dilute the quantum correction. Differentiating the voltage equation at fixed V, and collecting the terms in dD, gives

d ln D/d ln ε = [tD/(ε0ε)]/[tD/(ε0ε) + 3tβD³ + λD/ε0]

This is 0.33 here, so a 0.67% reduction of the film's ε lowers the stored charge by 0.22%. Operating temperature matters far more: warming the bulk material from 300 K to 85 °C lowers its permittivity by 18%, to 247. With β and λ held fixed, this lowers the capacitor's charge by 6.7%. For this capacitor, if Barrett's formula with the values above is used for the film, the interface, field saturation and temperature all outweigh the quantum correction. The margin over field saturation is not secure: with the interface present, saturation lowers the charge by only 2.0%, and a quantum reduction of ε by 6%, as in the 68 meV example, would lower it by about the same amount. The numerical output lists the separate cases.

Calculated quantities

```
Inputs: C = 80000 K, T0 = 35.5 K, T1 = 80 K, T = 300 K
Quantum hbar*Omega = 6.89 meV
T1/(2T) = 0.1333
Teff = 301.776 K
Net shift Teff - T = 1.7757 K
Leading term T1^2/(12T) = 1.7778 K
Next term = -0.0021 K
Bose occupation n = 3.2722; classical T/T1 = 3.7500
Occupation deficit = 0.4778 quanta = 38.224 K
Zero-point part = 40.0 K; Bose part = 261.776 K
eps quantum = 300.44; eps classical = 302.46
Relative change of eps = -0.667 %
eps with zero-point term deleted = 353.6
  change from full quantum = 17.7 %
Other convention, Ts = 80 K: shift = 7.08 K
T (K), Teff (K), eps quantum, eps classical, change (%)
  50, 60.24, 3233.9, 5517.2, -41.38
  100, 105.28, 1146.5, 1240.3, -7.56
  200, 202.66, 478.6, 486.3, -1.59
  300, 301.78, 300.4, 302.5, -0.67
eps quantum at 4 K = 17778
Quantum reduction reaches 10 % at T = 88.8 K
Weak cell, g = 0.01 K: shift = 1.7732 K
Strong cell, g = 20 K: stiffness/T1 = 2.104
  added bare stiffness = 1.333 K
  stiffness gain: diagonalized = 0.9547 K, from added stiffness = 0.9590 K
  equivalent temperature shift = 5.23 K
Hard mode with share 0.1 of thermal stiffening:
  25 meV (290 K): total shift = 3.90 K, eps change = -1.45 %
  68 meV (789 K): total shift = 17.18 K, eps change = -6.10 %
Capacitor: t = 8 nm, V = 0.5 V, mean field = 0.625 MV/cm
  beta = 7.0e+09 V m^5/C^3, lam = 0.05 nm (rough)
  field / rough breakdown field (2 MV/cm) = 0.31
Case: charge (uC/cm2), effective eps, EOT (nm), quantum change of charge (%), sensitivity
  ideal film: 16.63, 300.4, 0.104, -0.667, 1.000
  field saturation: 12.76, 230.6, 0.135, -0.349, 0.524
  interface layer: 5.78, 104.4, 0.299, -0.232, 0.347
  both: 5.66, 102.3, 0.305, -0.218, 0.327
At 85 C (358.15 K): shift = 1.488 K, eps = 246.8
  eps change from 300 K = -17.9 %
```
